\section*{Second-Order Energy of a Crystal under Monochromatic Perturbations}

Consider a ring of $N$ identical, independent sites with spacing $a$. A weak potential $v_l$ on site $l$ polarizes that site and lowers its energy by $\frac12\gamma v_l^2$, with $\gamma>0$. The second-order energy of the ring is therefore $E_2=-\frac12\gamma\sum_l v_l^2$. Let the potential be a real wave,
\begin{equation}
v_l=A e^{iqla}+A^*e^{-iqla},\qquad q=\frac{2\pi J}{Na},
\end{equation}
with integer $J$, so that it closes on the ring. Squaring it gives
\begin{equation}
E_2=-\frac{\gamma}{2}\sum_{l=0}^{N-1}\left(A^2e^{2iqla}+2|A|^2+A^{*2}e^{-2iqla}\right).
\end{equation}
Two waves $q$ and $q'$ enter such an expression through the sum
\begin{equation}
\sum_{l=0}^{N-1}e^{i(q+q')la}=\frac{1-e^{i(q+q')Na}}{1-e^{i(q+q')a}}=0 ,
\end{equation}
where the numerator vanishes because both waves close on the ring. The exception is $q+q'=2\pi\times\text{integer}/a$, a reciprocal lattice vector: every term is then 1 and the sum is $N$. If $2q$ is not a reciprocal lattice vector, the middle term alone survives and $E_2=-\gamma N|A|^2$. If $q=\pi/a$, all three survive and $E_2=-\gamma N(|A|^2+\mathrm{Re}\,A^2)=-2\gamma N(\mathrm{Re}\,A)^2$.

What vanishes is thus the coefficient coupling $q$ to $q'$, not the second-order energy as a whole: a real wave contains both $q$ and $-q$, whose sum is zero. The same structure holds in a crystal whose electrons move between cells and interact, though the response is no longer local.

Take a crystal of $N$ cells with Born--von Karman boundary conditions, lattice vectors $\mathbf R$ and reciprocal lattice vectors $\mathbf G$. Its Kohn--Sham ground state has a fixed number of electrons, a gap between filled and empty states, and a density $n_0$ with the full lattice periodicity. It is a stable minimum of the energy. Atomic units are used in the algebra. To the lattice potential $v_0$ add a static local potential $\lambda v(\mathbf r)$, with $v$ real, and expand
\begin{equation}
E[v_0+\lambda v]=E_0+\lambda E_1+\lambda^2E_2+\cdots .
\end{equation}
The energy is the minimum over orthonormal orbitals of $F+\int(v_0+\lambda v)n$, where $F$ contains the kinetic, Hartree and exchange-correlation energies and does not depend on the external potential. At the minimum, the change of the orbitals with $\lambda$ contributes nothing to the first derivative. What remains is the explicit dependence on $\lambda$:
\begin{equation}
\frac{dE}{d\lambda}=\int v\,n_\lambda\,d\mathbf r .
\end{equation}
Insert $n_\lambda=n_0+\lambda n^{(1)}+\cdots$ on the right and $E_1+2\lambda E_2+\cdots$ on the left. Comparing powers gives $E_1=\int vn_0$ and
\begin{equation}
E_2=\frac12\int v\,n^{(1)}d\mathbf r=\frac12B(v,v),\qquad
B(f,g)=\iint f(\mathbf r)\chi(\mathbf r,\mathbf r')g(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\end{equation}
Here $\chi(\mathbf r,\mathbf r')=\delta n(\mathbf r)/\delta v(\mathbf r')=\delta^2E/\delta v(\mathbf r)\delta v(\mathbf r')$ is the density response, including self-consistency. It is real because it relates real quantities, and symmetric because the order of two derivatives does not matter. These derivatives exist if $F$ is smooth near the ground state and the minimum is stable at second order, meaning that every small change of the space spanned by the filled orbitals raises the energy quadratically. Where this quadratic rise vanishes in some direction, the response can diverge even though a gap remains. For complex functions $B$ is extended linearly in both arguments, with no complex conjugation.

Now translate the perturbation, $(T_{\mathbf R}v)(\mathbf r)=v(\mathbf r-\mathbf R)$. Since $v_0$ and $F$ are unchanged by a lattice translation, the translated orbitals solve the translated problem with the same energy. They also belong to the same family of solutions, because at $\lambda=0$ the state is periodic. Hence $E[v_0+T_{\mathbf R}v]=E[v_0+v]$, and at second order
\begin{equation}
B(T_{\mathbf R}f,T_{\mathbf R}g)=B(f,g).
\label{eq:invariance}
\end{equation}
If the ground state had spontaneously formed a density wave with a longer period, a translation could turn it into a different ground state, and \eqref{eq:invariance} would be guaranteed only for the translations that the density retains.

A function of wavevector $\mathbf q$ obeys $\varphi_{\mathbf q}(\mathbf r+\mathbf R)=e^{i\mathbf q\cdot\mathbf R}\varphi_{\mathbf q}(\mathbf r)$, so $T_{\mathbf R}\varphi_{\mathbf q}=e^{-i\mathbf q\cdot\mathbf R}\varphi_{\mathbf q}$. Putting two such functions into \eqref{eq:invariance} gives
\begin{equation}
\left[1-e^{-i(\mathbf q+\mathbf q')\cdot\mathbf R}\right]B(\varphi_{\mathbf q},\varphi_{\mathbf q'})=0\qquad\text{for every }\mathbf R .
\end{equation}
If $\mathbf q+\mathbf q'$ is not a reciprocal lattice vector, some $\mathbf R$ makes the bracket nonzero, and therefore
\begin{equation}
B(\varphi_{\mathbf q},\varphi_{\mathbf q'})=0\quad\text{unless}\quad\mathbf q+\mathbf q'=\mathbf G .
\label{eq:selection}
\end{equation}
This is conservation of crystal momentum, here for the static response. The same argument applied to $E_1=\int vn_0$ shows that the first-order energy vanishes for a wave with $\mathbf q\neq\mathbf G$. The condition in \eqref{eq:selection} is necessary but not sufficient. A constant potential, for instance, has $\mathbf q=0$ but does not change the density at fixed electron number, so its coefficient is zero.

Let several patterns $\varphi_\mu$ share the wavevector $\mathbf q$, and let $A_\mu$ be their complex amplitudes:
\begin{equation}
v=w+w^*,\qquad w=\sum_\mu A_\mu\varphi_\mu .
\end{equation}
Since $B$ is symmetric, the two cross terms are equal and
\begin{equation}
E_2=\tfrac12\left[B(w,w)+2B(w^*,w)+B(w^*,w^*)\right].
\label{eq:three}
\end{equation}
The three terms have total wavevectors $2\mathbf q$, $0$ and $-2\mathbf q$. If $2\mathbf q$ is not a reciprocal lattice vector, the first and last vanish by \eqref{eq:selection}, and
\begin{equation}
E_2=\sum_{\mu\nu}A_\mu^*K_{\mu\nu}(\mathbf q)A_\nu,\qquad
K_{\mu\nu}(\mathbf q)=\iint\varphi_\mu^*(\mathbf r)\chi(\mathbf r,\mathbf r')\varphi_\nu(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\label{eq:form}
\end{equation}
The factor $\frac12$ has been cancelled by the two equal cross terms. The matrix is Hermitian: conjugate it, use that $\chi$ is real, exchange the names $\mathbf r$ and $\mathbf r'$, and use that $\chi$ is symmetric,
\begin{equation}
K_{\mu\nu}^*=\iint\varphi_\mu(\mathbf r)\chi(\mathbf r,\mathbf r')\varphi_\nu^*(\mathbf r')
=\iint\varphi_\nu^*(\mathbf r)\chi(\mathbf r,\mathbf r')\varphi_\mu(\mathbf r')=K_{\nu\mu}.
\end{equation}
With the choice $\varphi_{\mu,-\mathbf q}=\varphi_{\mu,\mathbf q}^*$, the reality of $\chi$ also gives $K(-\mathbf q)=K(\mathbf q)^*$. A common phase change $A_\mu\to e^{i\theta}A_\mu$ leaves \eqref{eq:form} unchanged, whereas the relative phases of the patterns matter through the off-diagonal elements.

If $2\mathbf q=\mathbf G$, which includes $\mathbf q=0$ and certain zone-boundary points, all terms in \eqref{eq:three} are allowed. The last is the conjugate of the first, so that
\begin{equation}
E_2=A^\dagger KA+\mathrm{Re}\left(A^{T}MA\right),\qquad M_{\mu\nu}=B(\varphi_\mu,\varphi_\nu).
\label{eq:edge}
\end{equation}
This too is a Hermitian form once the amplitudes are suitably defined. Now $w$ and $w^*$ have the same Bloch phase, since $e^{-i\mathbf q\cdot\mathbf R}=e^{i\mathbf q\cdot\mathbf R}$. The whole real potential is then one function of wavevector $\mathbf q$. Expand it as $v=\sum_\mu c_\mu\varphi_\mu$ in a set of patterns that spans both $w$ and $w^*$. Because $v=v^*$,
\begin{equation}
E_2=\tfrac12B(v^*,v)=\tfrac12c^\dagger K(\mathbf q)c .
\label{eq:half}
\end{equation}

The same device treats an arbitrary real perturbation. Write $v=\sum_{\mathbf q}v_{\mathbf q}$ with $v_{\mathbf q}=\sum_\mu c_\mu(\mathbf q)\varphi_{\mu,\mathbf q}$, each inequivalent $\mathbf q$ of the Brillouin zone being taken once. In $\frac12B(v^*,v)$ the pair $v_{\mathbf q'}^*$, $v_{\mathbf q}$ has total wavevector $\mathbf q-\mathbf q'$, which is a reciprocal lattice vector only when $\mathbf q'=\mathbf q$. Thus
\begin{equation}
E_2=\frac12\sum_{\mathbf q}c(\mathbf q)^\dagger K(\mathbf q)c(\mathbf q).
\label{eq:sum}
\end{equation}
For a pair $\pm\mathbf q$ the two terms are equal, since $c(-\mathbf q)=c(\mathbf q)^*$ and $K(-\mathbf q)=K(\mathbf q)^*$, and their sum restores \eqref{eq:form}.

The sign of the form follows from the minimum principle. For each trial state, $F+\int(v_0+v)n$ is linear in $v$, and a minimum of linear functions is concave. This applies to a stable local minimum as well, with the trial states restricted to its neighbourhood. Hence $B(f,f)\le0$ for real $f$. For complex $f=f_1+if_2$ the cross terms cancel and $B(f^*,f)=B(f_1,f_1)+B(f_2,f_2)\le0$, so no eigenvalue of $K$ is positive. The conclusion relies on a potential linear in the amplitudes. A further term $\lambda^2v^{(2)}$, such as arises when nuclei are displaced, would add $\int n_0v^{(2)}$ to $E_2$, and this can have either sign.

The selection rule also lets $K(\mathbf q)$ be computed in one primitive cell. Assume spin-paired electrons, time-reversal symmetry and no spin--orbit coupling, so that the unperturbed Hamiltonian $H$ is real. Let $V$ be the first-order change of the Kohn--Sham potential, $\psi_j$ the filled orbitals with energies $\varepsilon_j$, and $P_c$ the projector on empty states. At the minimum the filled orbitals obey $H_\lambda\psi_j=\sum_i\psi_i\Lambda_{ij}$, where $i$ runs over filled states and the multipliers $\Lambda_{ij}$ of the orthonormality conditions equal $\varepsilon_j\delta_{ij}$ at $\lambda=0$. The full matrix is kept because $V$ may couple degenerate filled states, such as those at $\mathbf k$ and $-\mathbf k$. To first order, $(H-\varepsilon_j)\psi_j^{(1)}=-V\psi_j+\sum_i\psi_i\Lambda^{(1)}_{ij}$. Projecting with $P_c$ removes the last sum, which contains filled states only, and gives
\begin{equation}
P_c\psi_j^{(1)}=-\mathcal G_jV\psi_j,\qquad\mathcal G_j=P_c(H-\varepsilon_j)^{-1}P_c .
\end{equation}
The filled components of $\psi_j^{(1)}$ do not affect the density. If $d_{ij}=\langle\psi_i|\psi_j^{(1)}\rangle$, orthonormality requires $d_{ij}+d_{ji}^*=0$, and their contribution to the density is $2\sum_{ij}\psi_j^*\psi_i(d_{ij}+d_{ji}^*)=0$. With two electrons per orbital, the density response is therefore
\begin{equation}
n^{(1)}=-2\sum_j\left[\psi_j^*\,\mathcal G_jV\psi_j+\psi_j\left(\mathcal G_jV^*\psi_j\right)^*\right].
\end{equation}
Written in this way it is linear in $V$ for complex $V$ too. As $\mathcal G_j$ is real, the second term equals $\psi_j\,\mathcal G_jV\psi_j^*$. Time reversal allows the sum over $\psi_j$ to be replaced by a sum over $\psi_j^*$, which turns the second term into the first. The prefactor becomes 4, a factor 2 from spin and a factor 2 from the two equal terms.

Insert $\psi_{j\mathbf k}=N^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{j\mathbf k}$, with $u_{j\mathbf k}$ normalized in one cell, and $V=e^{i\mathbf q\cdot\mathbf r}\bar V_{\mathbf q}$ with $\bar V_{\mathbf q}$ periodic. The product $V\psi_{j\mathbf k}$ has wavevector $\mathbf k+\mathbf q$, so the response couples $\mathbf k$ to $\mathbf k+\mathbf q$ alone:
\begin{align}
\left(H_{\mathbf k+\mathbf q}-\varepsilon_{j\mathbf k}+\alpha P_{\mathbf k+\mathbf q}\right)u^{(1)}_{j,\mathbf k+\mathbf q}&=-(1-P_{\mathbf k+\mathbf q})\bar V_{\mathbf q}u_{j\mathbf k},\\
n_{\mathbf q}&=e^{i\mathbf q\cdot\mathbf r}\,\frac4N\sum_{j\mathbf k}u_{j\mathbf k}^*u^{(1)}_{j,\mathbf k+\mathbf q}.
\end{align}
Here $P_{\mathbf k+\mathbf q}$ projects on the filled states at $\mathbf k+\mathbf q$. The constant $\alpha$ exceeds the width of the filled bands. Projecting the first equation on a filled state $i$ gives $(\varepsilon_{i,\mathbf k+\mathbf q}-\varepsilon_{j\mathbf k}+\alpha)\langle u_i|u^{(1)}\rangle=0$ with a nonzero bracket, so the solution lies in the empty states, where the $\alpha$ term has no effect. Self-consistency requires, for pattern $\nu$,
\begin{equation}
V_\nu(\mathbf r)=\varphi_\nu(\mathbf r)+\int f(\mathbf r,\mathbf r')n_\nu(\mathbf r')\,d\mathbf r',\qquad
K_{\mu\nu}=N\int_{\rm cell}\varphi_\mu^*n_\nu\,d\mathbf r ,
\end{equation}
where $f$ is the Hartree plus exchange-correlation kernel at density $n_0$. It is invariant under lattice translations, so $V_\nu$ keeps the wavevector $\mathbf q$. The factor $N$ appears because $\varphi_\mu^*n_\nu$ is periodic.

For a numerical case, take a one-dimensional model with six cells of length $a=3$ \AA{} and two electrons per cell. The lattice potential is $-V_1\cos(2\pi x/a)+V_2\sin(4\pi x/a)$, with $V_1=8$ eV and $V_2=3$ eV. The electrons repel through an interaction with Fourier transform $W/(1+k^2b^2)$, where $W=6$ eV \AA{} and $b=0.5$ \AA. A local energy $-C\int n^{3/2}dx$, with $C=1$ eV \AA$^{1/2}$, stands in for exchange and correlation. The parameters describe no particular material, and the grid of 12 points per cell and the six cells are part of the model. Doubling the grid leaves the gap and the response coefficients $K$ and $M$ below unchanged to the digits shown, whereas twelve cells shift the coefficients at the same wavevector by up to $8\times10^{-5}$ eV$^{-1}$. The gap on the six-point $k$ mesh is 6.77 eV. Wavevectors are $k_J=2\pi J/(6a)$, so $J=6$ is the shortest nonzero reciprocal lattice vector.

Finite differences of self-consistent supercell energies give $B$ without using the selection rule. Per cell, $|B|$ is 0.0213 eV$^{-1}$ for $J=1,J'=-1$ and 0.0351 eV$^{-1}$ for $J=1,J'=5$, whose sum is a nonzero reciprocal lattice vector. The largest forbidden value among the pairs examined is $3\times10^{-9}$ eV$^{-1}$. When a Gaussian bump $2\,\mathrm{eV}\times e^{-(x-x_0)^2/s^2}$, with $x_0=1$ \AA{} and $s=0.5$ \AA, is added in one cell, the forbidden coefficient for $J=J'=5$ becomes 0.0021 eV$^{-1}$: the rule fails when the periodicity does.

For the two plane waves $J=1$ and $J=-5$, which share one Bloch wavevector, the primitive-cell equations give
\begin{equation}
\frac KN=\begin{pmatrix}-0.021327&0.035112-0.000692i\\0.035112+0.000692i&-0.158019\end{pmatrix}\ \text{eV}^{-1}.
\end{equation}
It agrees with the supercell energies to $7\times10^{-9}$ eV$^{-1}$, and its eigenvalues, $-0.1665$ and $-0.0128$ eV$^{-1}$, are negative. Choose $A_1=0.5$ eV and $A_2=0.209012+0.215207i$ eV, so that $|A_2|=0.3$ eV. The three parts of the form are
\begin{align}
|A_1|^2K_{11}/N&=0.25\times(-0.021327)=-0.005332\ \text{eV},\\
|A_2|^2K_{22}/N&=0.09\times(-0.158019)=-0.014222\ \text{eV},\\
2\,\mathrm{Re}(A_1^*K_{12}A_2)/N&=0.035112\times0.209012+0.000692\times0.215207\nonumber\\
&=0.007488\ \text{eV},
\end{align}
where $2A_1=1$ eV was used in the last part. Their sum is $E_2/N=-0.012066$ eV, or $-4.434\times10^{-4}$ hartree, and the supercell energies give the same value to the digits shown.

The full energy change at this amplitude is $-0.012118$ eV per cell, larger in magnitude than $E_2/N$ by 0.4\% of the latter. Translation by three cells multiplies both waves by $e^{i\pi}=-1$, so the energy is even in $\lambda$ and the first correction is of fourth order. Halving the amplitude should then divide the relative deviation by four. Four times the change at half amplitude is $-0.012079$ eV, and the deviation from $E_2/N$ has indeed fallen from $5.3\times10^{-5}$ to $1.3\times10^{-5}$ eV (differences taken before rounding).

At the zone boundary, $J=3$, a single wave with $A=|A|e^{i\theta}$ obeys \eqref{eq:edge} with $K_{11}/N=-0.098303$ eV$^{-1}$ and $M/N=0.055049+0.001291i$ eV$^{-1}$. For $|A|=0.5$ eV,
\begin{align}
\theta=0:\quad E_2/N&=0.25\,(-0.098303+0.055049)=-0.0108\ \text{eV},\\
\theta=45^\circ:\quad E_2/N&=0.25\,(-0.098303-0.001291)=-0.0249\ \text{eV},\\
\theta=90^\circ:\quad E_2/N&=0.25\,(-0.098303-0.055049)=-0.0383\ \text{eV}.
\end{align}
The signs follow from $e^{2i\theta}=1,\,i,\,-1$. Here $K_{11}$ comes from the primitive-cell equations and $M$ from mixed derivatives of supercell energies. The form \eqref{eq:half}, built entirely from the primitive-cell matrix for the patterns $J=3$ and $J=-3$ with $c=(A,A^*)$, gives the same three values, and so do the second-order coefficients extracted from supercell energies of the single wave. Keeping $A^\dagger KA$ alone would give $-0.0246$ eV at every phase. At $J=1$, by contrast, the supercell result is $-0.005332$ eV for each of the three phases. A shift of the phase moves the wave relative to the atoms. At $J=1$ the wave meets the successive cells at different phases and the phase-dependent terms cancel in the sum over cells; at $J=3$ they repeat from cell to cell and add.

Finally, the two-amplitude wave above was combined with a wave at $J=2$ of real amplitude $A=0.4$ eV and one at $J=3$ of real amplitude $A=0.5$ eV. The separate forms add up to $-0.032725$ eV per cell, and the second-order coefficient extracted from supercell energies of the combined perturbation has the same value, as \eqref{eq:sum} requires. The numerical check carries out these comparisons for the model; the proof itself rests on the lattice invariance of the energy and on the real, symmetric response.

\section*{Computed values}
\begin{verbatim}
cells 6, grid points per cell 12, a = 3.0 angstrom
lattice potential V1 = 8.0 eV, V2 = 3.0 eV
repulsion W = 6.0 eV angstrom, range 0.5 angstrom
local term C = 1.0 eV angstrom^(1/2)
hbar^2/(2m) = 3.80998 eV angstrom^2
wavevector unit (J=1) = 0.34907 1/angstrom
reciprocal vector G (J=6) = 2.09440 1/angstrom
gap on the k mesh = 6.7721 eV
density min, max = 0.1505, 1.3604 1/angstrom
|dE/dlambda| for cos, J=1: 1.1e-12 (eV per eV)
B per cell from total energies, 1/eV:
  J=+1, J'=-1: |B| = 0.0213273 allowed
  J=+1, J'=+5: |B| = 0.0351186 allowed
  J=+3, J'=+3: |B| = 0.0550638 allowed
  J=+1, J'=+1: |B| = 0.0000000 forbidden
  J=+1, J'=+2: |B| = 0.0000000 forbidden
  J=+2, J'=+5: |B| = 0.0000000 forbidden
  J=+5, J'=+5: |B| = 0.0000000 forbidden
largest forbidden |B| = 3.2e-09 1/eV
smallest allowed |B| = 0.02133 1/eV
one cell altered, J=J'=5: |B| = 0.00207 1/eV
K per cell, waves J=1 and J=-5, linear response, 1/eV:
  K11 = -0.021327 -0.000000i
  K12 = +0.035112 -0.000692i
  K21 = +0.035112 +0.000692i
  K22 = -0.158019 +0.000000i
largest difference from total energies = 7.0e-09 1/eV
largest |K - K^dagger| = 1.0e-16 1/eV
eigenvalues of K = -0.166513, -0.012833 1/eV
A1 = +0.500000 +0.000000i eV
A2 = +0.209012 +0.215207i eV
E2 per cell, Hermitian form = -0.012066 eV
E2 per cell, total energies = -0.012066 eV
E2 per cell, converted = -0.00044341 hartree
full energy change per cell = -0.012118 eV
4 x change at half amplitude = -0.012079 eV
single wave, |A| = 0.5 eV, E2 per cell in eV:
  phase(deg)  J=1 direct  J=3 direct  J=3 form
    0  -0.005332  -0.010813  -0.010813
   45  -0.005332  -0.024898  -0.024898
   90  -0.005332  -0.038338  -0.038338
J=3: K11 = -0.098303 1/eV
J=3: M = B(3,3) = +0.055049 +0.001291i 1/eV
J=1, 2, 3 together (0.4 eV at J=2, 0.5 eV at J=3):
  sum of forms = -0.032725 eV per cell
  total energies = -0.032725 eV per cell
\end{verbatim}
